# Biaxial Modulus of a (100) Silicon Wafer under Equal In-Plane Strain

## 1. What symmetry and dimensions fix

A thin (100) wafer of silicon is stretched by the same small strain $e$ in every in-plane direction, while its faces are free of force. Let axes 1, 2, 3 be the cube axes of the crystal, with 3 normal to the wafer. Tensile strain and stress are positive.

The elastic response of silicon is unchanged by a quarter turn about axis 3. The applied strain is also unchanged, so the in-plane stress must be unchanged. Under a quarter turn,

$$
\begin{pmatrix}\sigma_{11}&\sigma_{12}\\ \sigma_{12}&\sigma_{22}\end{pmatrix}
\;\to\;
\begin{pmatrix}\sigma_{22}&-\sigma_{12}\\ -\sigma_{12}&\sigma_{11}\end{pmatrix}.
$$

Equality of the two matrices requires $\sigma_{11}=\sigma_{22}$ and $\sigma_{12}=-\sigma_{12}=0$. The in-plane stress is therefore a number times the unit matrix, and in linear elasticity that number is proportional to $e$:

$$
\sigma_{\text{in-plane}}=M\,e\begin{pmatrix}1&0\\0&1\end{pmatrix}.
$$

A rotation within the plane leaves the unit matrix unchanged, so the stress is $Me$ along every in-plane direction, not just along the cube axes.

Strain has no dimension, so $M$ has the dimension of an elastic constant. A cubic crystal has three constants, $c_{11}$, $c_{12}$ and $c_{44}$. The last one belongs to shear strains of the cube axes, and Section 3 shows that these vanish here. Hence $M=c_{11}\,g(c_{12}/c_{11})$. The function $g$ has to come from the condition on the free faces, and the result will be

$$
M=c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}} .
$$

## 2. The elastic energy of a cubic crystal

Number the strains as $\varepsilon_1,\varepsilon_2,\varepsilon_3$ for the normal strains and $\varepsilon_4=2\varepsilon_{23}$, $\varepsilon_5=2\varepsilon_{13}$, $\varepsilon_6=2\varepsilon_{12}$ for the shears. Measured from a stress-free state, the energy per volume is, to leading order,

$$
w=\tfrac12\sum_{I,J}c_{IJ}\,\varepsilon_I\varepsilon_J,\qquad c_{IJ}=c_{JI},\qquad \sigma_I=\frac{\partial w}{\partial\varepsilon_I}.
$$

A half turn about axis 3 reverses $x_1$ and $x_2$. It changes the sign of $\varepsilon_4$ and $\varepsilon_5$ and leaves the other strains alone. Likewise, a half turn about axis 1 reverses $\varepsilon_5$ and $\varepsilon_6$, and one about axis 2 reverses $\varepsilon_4$ and $\varepsilon_6$. The energy cannot contain a product that changes sign under a symmetry operation.

- A normal strain times a shear changes sign under at least one half turn, so all these products drop out.
- $\varepsilon_4\varepsilon_5$ and $\varepsilon_4\varepsilon_6$ change sign under the half turn about axis 1, and $\varepsilon_5\varepsilon_6$ under the one about axis 2. They drop out too.

A third of a turn about the cube diagonal carries axis 1 to 2, 2 to 3 and 3 to 1. It makes $c_{11}=c_{22}=c_{33}$, $c_{12}=c_{23}=c_{31}$ and $c_{44}=c_{55}=c_{66}$. What remains is

$$
w=\tfrac12c_{11}(\varepsilon_1^2+\varepsilon_2^2+\varepsilon_3^2)+c_{12}(\varepsilon_1\varepsilon_2+\varepsilon_2\varepsilon_3+\varepsilon_3\varepsilon_1)+\tfrac12c_{44}(\varepsilon_4^2+\varepsilon_5^2+\varepsilon_6^2).
$$

Differentiation gives $\sigma_1=c_{11}\varepsilon_1+c_{12}(\varepsilon_2+\varepsilon_3)$, its cyclic partners, and $\sigma_4=c_{44}\varepsilon_4$ with its partners.

A stable crystal has $w>0$ for every nonzero strain. A single shear then requires $c_{44}>0$, and a single normal strain $c_{11}>0$. The strains $(e,-e,0)$ give $w=(c_{11}-c_{12})e^2$, so $c_{11}>c_{12}$. The strains $(e,e,e)$ give $w=\tfrac32(c_{11}+2c_{12})e^2$, so $c_{11}+2c_{12}>0$.

## 3. The free faces determine the normal strain

No force acts on a free face, so $\sigma_{13}=\sigma_{23}=\sigma_{33}=0$ there. These components also vanish inside. Force balance reads

$$
\partial_1\sigma_{i1}+\partial_2\sigma_{i2}+\partial_3\sigma_{i3}=0 .
$$

Far from the edges the stress does not vary along the plane, so the first two terms are zero. Then $\sigma_{i3}$ does not depend on $x_3$ and keeps its surface value, zero. One free face is enough for this argument, so it also covers a film bonded to a substrate.

From $\sigma_4=c_{44}\varepsilon_4=0$ and $\sigma_5=c_{44}\varepsilon_5=0$, with $c_{44}>0$, the out-of-plane shears vanish. The applied strain has $\varepsilon_1=\varepsilon_2=e$ and $\varepsilon_6=0$. The remaining condition is

$$
0=\sigma_3=c_{11}\varepsilon_3+c_{12}(e+e)
\quad\Longrightarrow\quad
\varepsilon_3=-\frac{2c_{12}}{c_{11}}\,e .
$$

The factor 2 counts the two in-plane strains, each of which pushes on the normal direction through $c_{12}$. For $c_{12}>0$ a stretched wafer becomes thinner.

## 4. The biaxial modulus

Insert this normal strain into the in-plane stress:

$$
\sigma_1=c_{11}e+c_{12}e+c_{12}\varepsilon_3
=\left(c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}\right)e .
$$

The expression for $\sigma_2$ is the same, and $\sigma_6=c_{44}\varepsilon_6=0$. This is the form found in Section 1, with the stated $M$. Over a common denominator,

$$
M=\frac{c_{11}^2+c_{11}c_{12}-2c_{12}^2}{c_{11}}
=\frac{(c_{11}-c_{12})(c_{11}+2c_{12})}{c_{11}} .
$$

Each factor is positive by the stability conditions, so $M>0$.

The energy gives the same result by another route. With $\varepsilon_1=\varepsilon_2=e$ and no shear,

$$
w=(c_{11}+c_{12})e^2+2c_{12}e\,\varepsilon_3+\tfrac12c_{11}\varepsilon_3^2
=Me^2+\tfrac12c_{11}\left(\varepsilon_3+\frac{2c_{12}}{c_{11}}e\right)^2 .
$$

To check the square, expand it: its $e^2$ term is $2c_{12}^2e^2/c_{11}$, which cancels the negative term in $M$. The free thickness takes the value that makes the bracket vanish, and the energy falls to $Me^2$. If the thickness were clamped, $\varepsilon_3=0$, the in-plane stress would be $(c_{11}+c_{12})e$. Freedom to relax can only lower the energy, which is why $M\le c_{11}+c_{12}$, with equality when $c_{12}=0$.

At the opposite limit, $c_{12}\to c_{11}$, the modulus tends to zero. The strain then tends to $(e,e,-2e)$, which keeps the volume fixed to first order and has energy $3(c_{11}-c_{12})e^2$. A crystal with no resistance to this change of shape would not resist biaxial stretching.

## 5. Why Young's modulus can vary while $M$ does not

Apply a uniaxial stress $s$ along an in-plane direction at angle $\theta$ to axis 1. Split it into two parts: an equal biaxial stress $s/2$, and a stress $+s/2$ along the direction with $-s/2$ across it.

The first part produces the strain $s/(2M)$ in every in-plane direction. The second part has cube-axis components

$$
\sigma_1=-\sigma_2=\tfrac{s}{2}\cos2\theta,\qquad \sigma_{12}=\tfrac{s}{2}\sin2\theta .
$$

With $\sigma_3=0$, adding $\sigma_1+\sigma_2=0$ shows that this part has $\varepsilon_1=-\varepsilon_2$ and $\varepsilon_3=0$. Hence $\sigma_1=(c_{11}-c_{12})\varepsilon_1$, while $\sigma_{12}=2c_{44}\varepsilon_{12}$. Projected on the loading direction, its strain is $\varepsilon_1\cos2\theta+\varepsilon_{12}\sin2\theta=sD/2$, where

$$
D(\theta)=\frac{\cos^22\theta}{c_{11}-c_{12}}+\frac{\sin^22\theta}{2c_{44}} .
$$

Across the loading direction it is $-sD/2$. Young's modulus $E$ is stress over strain along the load, and the in-plane Poisson ratio $\nu$ is minus the transverse strain over the longitudinal one. Therefore

$$
\frac1E=\frac12\left(\frac1M+D\right),\qquad
\frac{\nu}{E}=\frac12\left(D-\frac1M\right).
$$

Subtracting the second from the first removes $D$:

$$
\frac{1-\nu(\theta)}{E(\theta)}=\frac1M .
$$

Both $E$ and $\nu$ depend on angle unless $2c_{44}=c_{11}-c_{12}$, but the combination $E/(1-\nu)$ does not.

## 6. A crystal built from springs

The formula can be tried on a lattice whose energy is known atom by atom. Take the diamond structure of silicon with Keating forces and round parameters: $\alpha=40$ N/m for bond stretching, $\beta=10$ N/m for bond bending, and cube edge $a=0.50$ nm. The numbers describe this model and are not a fit to silicon.

Let $b=a/4$. The four bonds at an atom are $\mathbf d=b\,\mathbf s$ with $\mathbf s=(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$, $(-1,-1,1)$, so $r_0^2=3b^2$. Each bond and each pair of bonds at an atom have the energies

$$
\frac{3\alpha}{8r_0^2}(\mathbf d\cdot\mathbf d-r_0^2)^2,\qquad
\frac{3\beta}{8r_0^2}\left(\mathbf d\cdot\mathbf d'+\tfrac13r_0^2\right)^2 .
$$

The names bond stretching and bond bending are the usual ones, but the second energy is not purely angular. It contains the bond lengths through $\mathbf d\cdot\mathbf d'$, so it also rises when all bonds are stretched at fixed angles.

**Normal strains.** The half turns about the three axes through an atom survive these strains. No nonzero vector is unchanged by all three, so the two sublattices do not shift against each other. Put $T=\varepsilon_1+\varepsilon_2+\varepsilon_3$. To first order, each $\mathbf d\cdot\mathbf d$ changes by $2b^2T$. Two different bonds agree in the sign of one component, $k$, and differ in the other two, so their product changes by $2b^2(2\varepsilon_k-T)$.

The primitive cell has two atoms, four bonds and, for each $k$, four bond pairs. Each prefactor is $\alpha/(8b^2)$ or $\beta/(8b^2)$, so the cell energy is $2b^2[\alpha T^2+\beta\sum_k(2\varepsilon_k-T)^2]$. Division by the cell volume $a^3/4=16b^3$ gives

$$
w=\frac{1}{2a}\left[\alpha T^2+\beta\sum_k(2\varepsilon_k-T)^2\right].
$$

The second derivatives are $c_{11}=(\alpha+3\beta)/a$ and $c_{12}=(\alpha-\beta)/a$. Since 1 N/m divided by 1 nm is 1 GPa, $c_{11}=70/0.50=140$ GPa and $c_{12}=30/0.50=60$ GPa.

**Shear.** For a shear $\gamma=\varepsilon_4$, the half turn about axis 1 survives and allows a sublattice shift $u$ along that axis. Because $s_2s_3=s_1$ for every bond, $\mathbf d\cdot\mathbf d$ changes by $2bs_1(b\gamma+u)$. Bond pairs with equal $s_1$ change by $2bs_1(u-b\gamma)$; for the other pairs both contributions cancel. There are four bonds and four contributing pairs per cell, so the cell energy is

$$
2\alpha(b\gamma+u)^2+2\beta(u-b\gamma)^2 .
$$

It is least at $u=-b\gamma(\alpha-\beta)/(\alpha+\beta)$, where it equals $8\alpha\beta b^2\gamma^2/(\alpha+\beta)$. Dividing by $16b^3$ and equating to $\tfrac12c_{44}\gamma^2$ gives

$$
c_{44}=\frac{4\alpha\beta}{(\alpha+\beta)a}=\frac{1600}{50\times0.50}=64\ \text{GPa}.
$$

## 7. Reading the numbers

For the model crystal,

$$
M=140+60-\frac{2\times60^2}{140}=200-51.4=148.6\ \text{GPa}.
$$

Clamping the thickness would give 200 GPa, about 35% above $M$. At $e=0.001$ the linear formulas give a stress of 148.6 MPa and a normal strain of $-(120/140)\times0.001=-8.57\times10^{-4}$. The lattice stretched by $+0.001$ alone gives 148.8 MPa and $-8.58\times10^{-4}$; the difference is the first nonlinear correction, of relative order $e$.

An independent calculation stretched the lattice in the plane by $\pm0.001$ and relaxed the normal strain, the out-of-plane shears and the sublattice shift numerically. The stress was read from energy differences. Divided by strain, it came out as 148.572 GPa at 0°, 20° and 45°, against 148.571 GPa from the formula. The two agree to better than one part in $10^5$ of $M$; the step in the last printed digit is mostly rounding, since the formula gives 148.5714 GPa before rounding. Combining opposite strains cancels the first nonlinear correction and leaves relative corrections of order $e^2=10^{-6}$.

The directional constants show how much variation $M$ conceals:

| Angle | $E$ (GPa) | $\nu$ | $E/(1-\nu)$ (GPa) |
|---|---:|---:|---:|
| 0° | 104.0 | 0.300 | 148.6 |
| 20° | 115.6 | 0.222 | 148.6 |
| 45° | 137.5 | 0.074 | 148.6 |

Young's modulus rises by 32% from 0° to 45°, relative to its value at 0°. The fall in Poisson's ratio compensates for it, as Section 5 requires.

## 8. Two cases where the stress is not isotropic

**Unequal strains.** Stretch by $e$ along one in-plane direction and by $-e$ across it. Along the cube axes, $\varepsilon_3=0$ and the stress is $(c_{11}-c_{12})e$, or $80e$ GPa. At 45° the same pair of strains is a pure shear of the cube axes with $\varepsilon_{12}=e$, and the stress is $2c_{44}e$, or $128e$ GPa. The wafer is therefore not an isotropic plate for general loading.

**A (110) wafer.** Let the normal be $[110]$, and let the in-plane strain be $e$ along both $[1\bar10]$ and $[001]$. Write the normal strain as $ye$. In cube axes, $\varepsilon_1=\varepsilon_2=(1+y)e/2$, $\varepsilon_3=e$ and $\varepsilon_{12}=(y-1)e/2$. The stress on the free face is $\sigma_1+\sigma_{12}$, so

$$
\tfrac12(c_{11}+c_{12})(1+y)+c_{12}+c_{44}(y-1)=0 .
$$

With the model constants this is $164y+96=0$, or $y=-0.585$. Along $[001]$ the stress is $[c_{11}+c_{12}(1+y)]e=164.9e$ GPa. Along $[1\bar10]$ it is $\sigma_1-\sigma_{12}=-2\sigma_{12}=2c_{44}(1-y)e=202.9e$ GPa. The relaxed lattice gives the same two values. The normal of this wafer is only a twofold axis, and the argument of Section 1 does not apply. A fourfold axis is sufficient but not necessary: the threefold normal of a (111) wafer also makes the in-plane stress isotropic, with a different modulus, 193.5 GPa for the model crystal.

## 9. The modulus in wafer bow

Let a thin film on the face $x_3=h/2$ of a (100) wafer of thickness $h$ pull with force $f$ per unit length, equally in all in-plane directions. The film stress times the film thickness is $f$, positive for tension. Assume that the film is much thinner than the wafer and that the deflection is small compared with $h$. A finite film changes the curvature at given $f$ by roughly the ratio of film to wafer thickness. For a circular wafer of the model crystal, stretching of the mid-plane lowers the curvature at the centre below the result derived here by about 0.4%, 3% and 9% when the predicted edge rise is $0.1h$, $0.25h$ and $0.5h$. The wafer strain is then $e(x_3)=e_0+\kappa x_3$, with $x_3$ measured from the mid-plane.

Each layer is under equal biaxial strain. The argument of Section 3 allows the strain to vary with $x_3$, so the local stress is $Me(x_3)$. Without external forces, the total force and the total moment per unit length vanish:

$$
Mhe_0+f=0,\qquad
\frac{Mh^3}{12}\kappa+\frac{fh}{2}=0
\quad\Longrightarrow\quad
\kappa=-\frac{6f}{Mh^2} .
$$

The integrals used are $\int dx_3=h$ and $\int x_3^2\,dx_3=h^3/12$ over the thickness. The strain gradient $\kappa$ corresponds to the deflection $-\tfrac12\kappa(x_1^2+x_2^2)$, because the shears $\varepsilon_{13}$ and $\varepsilon_{23}$ then vanish for in-plane displacements $\kappa x_3x_1$ and $\kappa x_3x_2$. A tensile film has $\kappa<0$, so the edges rise toward the film side.

When $f$ is inferred from a measured curvature, it is proportional to the modulus used. For the model crystal, the clamped value 200 GPa in place of 148.6 GPa would overestimate the film force by about 35%. This figure belongs to the model: with room-temperature constants of silicon, $c_{11}\approx166$ GPa and $c_{12}\approx64$ GPa, $M\approx180$ GPa and the overestimate is about 27%.

## 10. Conditions of use

The result holds for small strains about a stress-free state, for equal in-plane strains, and at distances from the edge that are large compared with the thickness. Near an edge the stress varies along the plane, and $\sigma_{i3}$ need not vanish inside. For silicon itself, $M$ follows from its own $c_{11}$ and $c_{12}$ at the temperature and doping of interest. The values printed in the numerical output belong to the spring model, whose energy consists only of the two Keating terms of Section 6.

## Computed values

```
Bond-stretching constant alpha = 40.0 N/m
Bond-bending constant beta = 10.0 N/m
Cube edge a = 0.50 nm
c11 from lattice energy = 140.000 GPa
c12 from lattice energy = 60.000 GPa
c44 from lattice energy = 64.000 GPa
Biaxial modulus M from formula = 148.571 GPa
Clamped-thickness value c11+c12 = 200.000 GPa
Relaxed lattice, stress/strain at 0 deg = 148.572 GPa
Relaxed lattice, stress/strain at 20 deg = 148.572 GPa
Relaxed lattice, stress/strain at 45 deg = 148.572 GPa
Relaxed lattice, energy density/e^2 = 148.571 GPa
Normal strain/e, relaxed lattice = -0.8571 (no unit)
Normal strain/e, -2*c12/c11 = -0.8571 (no unit)
Young's modulus E at 0 deg = 104.000 GPa
In-plane Poisson ratio nu at 0 deg = 0.3000 (no unit)
E/(1-nu) at 0 deg = 148.571 GPa
Young's modulus E at 20 deg = 115.647 GPa
In-plane Poisson ratio nu at 20 deg = 0.2216 (no unit)
E/(1-nu) at 20 deg = 148.571 GPa
Young's modulus E at 45 deg = 137.521 GPa
In-plane Poisson ratio nu at 45 deg = 0.0744 (no unit)
E/(1-nu) at 45 deg = 148.571 GPa
Strains (e,-e), stress/e along cube axis = 80.000 GPa
Strains (e,-e), stress/e at 45 deg = 128.000 GPa
(110) wafer, stress/strain along [001] = 164.88 GPa
(110) wafer, stress/strain along [1-10] = 202.93 GPa
Example in-plane strain e = 0.0010 (no unit)
Example in-plane stress M*e = 148.57 MPa
Example normal strain = -8.571e-04 (no unit)
```
